# Limiting Potential and Minimum Overpotential of Four-Step Oxygen Evolution, part 1

(Sections cited here and not found follow in the second part.)

## From the hydrogen electrode to the limiting potential

Q: You want to judge an oxygen-evolving electrode from a few adsorption free energies. The reaction releases protons into water and electrons into a metal held at some potential. How can you avoid calculating a solvated proton?

A: By never using the proton alone. In each step considered here one proton and one electron leave together, so only the sum of their chemical potentials is needed. A hydrogen electrode fixes that sum through the equilibrium

$$\tfrac12\mathrm{H_2}\rightleftharpoons \mathrm{H^+}+e^- .$$

I use atomic units in the algebra, so the elementary charge is 1 and the electron has charge $-1$. Numbers are in eV for energies and in V for potentials. Moving one elementary charge through 1 V changes its energy by 1 eV, so the two carry the same numerical value.

Let $U_{\rm SHE}$ be the electrode potential on the standard hydrogen scale. Raising the potential lowers the energy of a negative charge, hence

$$\mu(e^-)=\mu_0(e^-)-U_{\rm SHE},$$

where $\mu_0(e^-)$ is the value at $U_{\rm SHE}=0$. For the proton, with activity $a$ and ${\rm pH}=-\log_{10}a$,

$$\mu(\mathrm{H^+})=\mu_0(\mathrm{H^+})+kT\ln a=\mu_0(\mathrm{H^+})-kT\ln 10\;{\rm pH}.$$

The zero of the standard scale is the potential at which the hydrogen equilibrium holds with $a=1$ and hydrogen gas in its standard state, 1 bar. Therefore

$$\mu_0(\mathrm{H^+})+\mu_0(e^-)=\tfrac12G(\mathrm{H_2}).$$

Adding the two chemical potentials and inserting this equality gives

$$\mu(\mathrm{H^+})+\mu(e^-)=\tfrac12G(\mathrm{H_2})-U_{\rm SHE}-kT\ln10\;{\rm pH}.$$

The right-hand side needs the free energy of a gas molecule and no solvated ion.

Q: There are still two variables, potential and pH. Must every surface be treated at every pH?

A: They enter through one combination,

$$U=U_{\rm SHE}+kT\ln10\;{\rm pH},$$

so that

$$\mu(\mathrm{H^+})+\mu(e^-)=\tfrac12G(\mathrm{H_2})-U. \tag{1}$$

At $U=0$ the pair is in equilibrium with hydrogen gas at the actual pH. So $U$ is the potential measured against a hydrogen electrode in the same solution, the reversible hydrogen scale. Below, $U$ without a subscript has this meaning.

Q: In an alkaline solution hardly any protons are present. The surface reacts with hydroxide and releases an electron. Does equation (1) still apply?

A: It does if water, protons and hydroxide are in equilibrium, because then $\mu(\mathrm{OH^-})=G(\mathrm{H_2O})-\mu(\mathrm{H^+})$. Write $*$ for the bare site and $*\mathrm{OH}$ for the site carrying OH. The alkaline step $*+\mathrm{OH^-}\to{*}\mathrm{OH}+e^-$ changes the free energy by

$$G(*\mathrm{OH})+\mu(e^-)-G(*)-\mu(\mathrm{OH^-})$$
$$=G(*\mathrm{OH})+\mu(e^-)+\mu(\mathrm{H^+})-G(*)-G(\mathrm{H_2O}).$$

The second line is the free energy of $*+\mathrm{H_2O}\to{*}\mathrm{OH}+\mathrm{H^+}+e^-$. The thermodynamics of the step is the same in either notation. Its rate need not be, since the reacting species differ.

Q: Which steps do you assume?

A: The associative path on a single site:

1. $*+\mathrm{H_2O}\to{*}\mathrm{OH}+\mathrm{H^+}+e^-$
2. $*\mathrm{OH}\to{*}\mathrm{O}+\mathrm{H^+}+e^-$
3. $*\mathrm{O}+\mathrm{H_2O}\to{*}\mathrm{OOH}+\mathrm{H^+}+e^-$
4. $*\mathrm{OOH}\to{*}+\mathrm{O_2}+\mathrm{H^+}+e^-$

Their sum is $2\mathrm{H_2O}\to\mathrm{O_2}+4(\mathrm{H^+}+e^-)$. This path is an assumption, and the results belong to it. I also assume that the free energies of the adsorbed species do not change with potential, so that $U$ acts only through the electrons released.

Q: Adsorption energies depend on the reference chosen. What are yours?

A: The bare site, liquid water and hydrogen gas. An adsorbate is formed from water, and the surplus hydrogen leaves as $\mathrm{H_2}$:

$$G_{\rm OH}=G(*\mathrm{OH})+\tfrac12G(\mathrm{H_2})-G(*)-G(\mathrm{H_2O}),$$
$$G_{\rm O}=G(*\mathrm{O})+G(\mathrm{H_2})-G(*)-G(\mathrm{H_2O}),$$
$$G_{\rm OOH}=G(*\mathrm{OOH})+\tfrac32G(\mathrm{H_2})-G(*)-2G(\mathrm{H_2O}).$$

The atoms balance. For $*\mathrm{OOH}$, two water molecules supply two oxygen and four hydrogen atoms; one hydrogen stays on the surface and three leave as $\tfrac32\mathrm{H_2}$. These are free energies, so they include vibrational and thermal terms as well as electronic energies. A lower value means stronger binding.

Q: Show me that the gas energies really drop out of the steps.

A: Solve the definitions for the adsorbed states:

$$G(*\mathrm{OH})=G_{\rm OH}-\tfrac12G(\mathrm{H_2})+G(*)+G(\mathrm{H_2O}),$$
$$G(*\mathrm{O})=G_{\rm O}-G(\mathrm{H_2})+G(*)+G(\mathrm{H_2O}),$$
$$G(*\mathrm{OOH})=G_{\rm OOH}-\tfrac32G(\mathrm{H_2})+G(*)+2G(\mathrm{H_2O}).$$

For step 1, products minus reactants with equation (1) for the released pair is

$$\Delta G_1(U)=G(*\mathrm{OH})+\tfrac12G(\mathrm{H_2})-U-G(*)-G(\mathrm{H_2O})=G_{\rm OH}-U.$$

For step 2, $G(*)$ and $G(\mathrm{H_2O})$ cancel between the two adsorbed states, leaving

$$\Delta G_2(U)=G(*\mathrm{O})-G(*\mathrm{OH})+\tfrac12G(\mathrm{H_2})-U$$
$$=G_{\rm O}-G_{\rm OH}+\left(-1+\tfrac12+\tfrac12\right)G(\mathrm{H_2})-U=G_{\rm O}-G_{\rm OH}-U.$$

For step 3, one water molecule is consumed:

$$\Delta G_3(U)=G(*\mathrm{OOH})+\tfrac12G(\mathrm{H_2})-U-G(*\mathrm{O})-G(\mathrm{H_2O})$$
$$=G_{\rm OOH}-G_{\rm O}+\left(-\tfrac32+1+\tfrac12\right)G(\mathrm{H_2})+(2-1-1)G(\mathrm{H_2O})-U$$
$$=G_{\rm OOH}-G_{\rm O}-U.$$

For step 4,

$$\Delta G_4(U)=G(*)+G(\mathrm{O_2})+\tfrac12G(\mathrm{H_2})-U-G(*\mathrm{OOH})$$
$$=G(\mathrm{O_2})+2G(\mathrm{H_2})-2G(\mathrm{H_2O})-G_{\rm OOH}-U.$$

Q: So they do not drop out of step 4. You now need the oxygen molecule.

A: I need one combination, the free energy of $2\mathrm{H_2O}\to\mathrm{O_2}+2\mathrm{H_2}$, and the equilibrium potential of the overall reaction supplies it. Let $U_{\rm eq}$ be the value of $U$ at which the four-electron reaction is balanced. Using equation (1) four times,

$$0=G(\mathrm{O_2})+4\left[\tfrac12G(\mathrm{H_2})-U_{\rm eq}\right]-2G(\mathrm{H_2O}),$$

and therefore

$$G(\mathrm{O_2})+2G(\mathrm{H_2})-2G(\mathrm{H_2O})=4U_{\rm eq}.$$

The measured value at 298.15 K with gases at 1 bar is about 1.2 V. I set $U_{\rm eq}=1.23$ V as an input parameter of the model. The combination is then 4.92 eV. This also avoids an electronic-structure calculation of $\mathrm{O_2}$, whose error would otherwise enter step 4 directly. It does not remove an error in the O–O bond of $*\mathrm{OOH}$, which enters $G_{\rm OOH}$ and hence steps 3 and 4 with opposite signs.

With $\Delta G_i$ denoting the value at $U=0$, the four steps are

$$\Delta G_1=G_{\rm OH},\qquad \Delta G_2=G_{\rm O}-G_{\rm OH},$$
$$\Delta G_3=G_{\rm OOH}-G_{\rm O},\qquad \Delta G_4=4U_{\rm eq}-G_{\rm OOH}, \tag{2}$$

and at potential $U$ each becomes $\Delta G_i(U)=\Delta G_i-U$.

Q: What single potential can you extract from four numbers?

A: Ask for the smallest $U$ at which no step goes uphill in free energy. The condition $\Delta G_i-U\le0$ must hold for all four steps, which means that $U$ is at least as large as every $\Delta G_i$. The smallest such potential is

$$U_L=\max(\Delta G_1,\Delta G_2,\Delta G_3,\Delta G_4). \tag{3}$$

This is the limiting potential. The step with the largest $\Delta G_i$ is the last to stop being uphill as $U$ rises, and is called the potential-limiting step. Several steps may share that role. The thermodynamic overpotential is the distance from equilibrium:

$$\eta=U_L-U_{\rm eq}. \tag{4}$$

Q: Could a very good surface have a negative $\eta$?

A: No. Add the four energies in equation (2). Each adsorption energy appears once with each sign, so

$$\Delta G_1+\Delta G_2+\Delta G_3+\Delta G_4=4U_{\rm eq}. \tag{5}$$

The catalyst redistributes this total but cannot change it, because it is the free energy of a reaction in which the site is recovered. Now sum the differences between $U_L$ and each step:

$$\sum_{i=1}^{4}(U_L-\Delta G_i)=4U_L-4U_{\rm eq}=4\eta.$$

Every term on the left is non-negative by equation (3), so $\eta\ge0$. The sum vanishes only if each term does, which requires all four steps to equal $U_{\rm eq}$. An ideal surface in this sense has four steps of 1.23 eV.

Q: Give me a surface that is not ideal.

A: Take a model surface, called A, with round parameters $G_{\rm OH}=1.00$, $G_{\rm O}=2.40$ and $G_{\rm OOH}=4.20$ eV. It represents no particular material. Equation (2) gives, in eV,

$$\Delta G_1=1.00,\qquad \Delta G_2=2.40-1.00=1.40,$$
$$\Delta G_3=4.20-2.40=1.80,\qquad \Delta G_4=4.92-4.20=0.72.$$

The sum is 4.92 eV, as it must be. The largest is step 3, the formation of $*\mathrm{OOH}$, so $U_L=1.80$ V and $\eta=1.80-1.23=0.57$ V.

The free energies accumulated along the path show what the potential does. After $n$ steps, $n$ electrons have been released and the level has dropped by $nU$. In eV, starting from the bare site and ending with released $\mathrm{O_2}$:

- $U=0$: 0.00, 1.00, 2.40, 4.20, 4.92
- $U=1.23$ V: 0.00, −0.23, −0.06, 0.51, 0.00
- $U=1.80$ V: 0.00, −0.80, −1.20, −1.20, −2.28

The fourth entry of the second line, for example, is $4.20-3\times1.23=0.51$. At equilibrium the ends are level, but the path between them is not. At 1.80 V step 3 has become flat and the other steps run downhill.

Q: At 1.23 V, I see two uphill steps in a row, from −0.23 to −0.06 and then to 0.51 eV. The whole climb is 0.74 eV, yet you report 0.57. Which is the right measure?

A: They answer different questions. The largest single rise is $0.51-(-0.06)=0.57$ eV, and it sets the potential needed to remove every uphill step. The cumulative climb from $*\mathrm{OH}$ to $*\mathrm{OOH}$ is $0.17+0.57=0.74$ eV. It spans two electron transfers, so a potential increase $\delta$ lowers it by $2\delta$, while the single step falls by $\delta$. The cumulative climb sets the rate near equilibrium in the rate model of the second part, where this is worked out at 1.24 V; $\eta$ does not describe that rate.

Q: If I change the pH, does surface A get a better overpotential?

A: Not with these assumptions. On the standard scale both potentials move together:

$$U_{L,{\rm SHE}}=U_L-kT\ln10\;{\rm pH},\qquad U_{\rm eq,SHE}=U_{\rm eq}-kT\ln10\;{\rm pH}.$$

At 298.15 K the shift is −0.0592 V per pH unit. From pH 0 to pH 14, $U_{L,{\rm SHE}}$ of surface A goes from 1.80 to 0.97 V and the equilibrium potential from 1.23 to 0.40 V. The difference remains 0.57 V. A pH effect on $\eta$ needs one of the assumptions to fail. The adsorption free energies may themselves change, for instance through the electric field at the interface or adsorbed ions. Or a step may release its proton and its electron separately, so that pH and $U_{\rm SHE}$ no longer enter only through $U$. The present model leaves both out.

## The fixed offset and the lowest overpotential

The second half uses the potential $U$ on the reversible hydrogen scale, the equilibrium potential $U_{\rm eq}=1.23$ V, and the adsorption free energies $G_{\rm OH}$, $G_{\rm O}$ and $G_{\rm OOH}$ relative to the bare site, water and hydrogen gas. The elementary charge is 1. At $U=0$ the four steps are $\Delta G_1=G_{\rm OH}$, $\Delta G_2=G_{\rm O}-G_{\rm OH}$, $\Delta G_3=G_{\rm OOH}-G_{\rm O}$ and $\Delta G_4=4U_{\rm eq}-G_{\rm OOH}$; each falls by $U$ when the potential is applied. The limiting potential is $U_L=\max_i\Delta G_i$, and $\eta=U_L-U_{\rm eq}\ge0$.

Q: You have three adjustable adsorption energies and need four equal steps. Choose $G_{\rm OH}=1.23$, $G_{\rm O}=2.46$ and $G_{\rm OOH}=3.69$ eV, and the overpotential is zero. Why should a better material not do this?

A: Nothing in the thermodynamics derived so far forbids it. The obstacle is an additional, empirical premise: the three energies are not independent from one material to another. Calculated values of

$$D=G_{\rm OOH}-G_{\rm OH}$$

cluster around 3.2 eV for many surfaces, with a scatter of a few tenths of an eV. Because $*\mathrm{OOH}$ contains an O–O bond and $*\mathrm{OH}$ does not, the calculated value also carries any error of the method for that bond, and such an error shifts all surfaces in a similar way. Your choice has $D=3.69-1.23=2.46$ eV, well below that.

Q: Is there a reason for such a constant, or is it merely a fit?

A: I take the value as given and do not derive it. What can be derived is the condition for it to stay constant. Subtracting the definitions of the two adsorption energies gives

$$D=G(*\mathrm{OOH})-G(*\mathrm{OH})+G(\mathrm{H_2})-G(\mathrm{H_2O}).$$

The bare site has cancelled. If a change of material shifts the adsorption free energies of OH and OOH by equal amounts, $D$ does not change. This is plausible when both bind to the site through one oxygen atom with a similar bond, but plausibility is not a proof. A surface that treats the two species differently can have another $D$.

The four step energies now follow from three adsorption free energies and $U_{\rm eq}$, and they give a limiting potential and an overpotential $\eta$ that cannot be negative. It remains to find how low $\eta$ can be when the offset $D$ is held near its empirical value of 3.2 eV, and what $\eta$ does and does not say about the reaction rate.
